# The Gerjuoy–Stein Quadrupole Cross Section from Plane Waves and Partial Waves, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: plane waves and the momentum transfer

### What symmetry and dimensions already fix

A slow electron passes a linear molecule that is neutral and has no dipole moment. The first term of the molecule's electric field that survives at large distance is that of its quadrupole moment $Q$. Hartree atomic units are used: $\hbar=m_e=e=1$, lengths are in bohr ($a_0$), and $Q$ is in $ea_0^2$. The electron's potential energy then has the form

$$V(\mathbf r,\hat{\mathbf s})=-\frac{Q}{r^3}P_2(\hat{\mathbf r}\cdot\hat{\mathbf s}),\qquad P_2(u)=\tfrac12(3u^2-1), \tag{1}$$

where $\hat{\mathbf s}$ is the molecular axis. To first order in $V$, the scattering amplitude is proportional to $Q$. In ordinary units the first-order amplitude contains the combination $m_eeQ/(4\pi\varepsilon_0\hbar^2)=Q/(ea_0)$, which is already a length. An amplitude is a length, so no power of a wave number can multiply it.

The same conclusion follows from the integral that first-order scattering requires. With momentum transfer $\mathbf q=\mathbf k_i-\mathbf k_f$, define

$$A(\mathbf q,\hat{\mathbf s})=\int e^{i\mathbf q\cdot\mathbf r}\,\frac{P_2(\hat{\mathbf r}\cdot\hat{\mathbf s})}{r^3}\,d^3r. \tag{2}$$

The substitution $\mathbf r\to\mathbf r/\lambda$ leaves $d^3r/r^3$ unchanged, so $A(\lambda\mathbf q,\hat{\mathbf s})=A(\mathbf q,\hat{\mathbf s})$. Only the direction of $\mathbf q$ matters. Moreover, $P_2(\hat{\mathbf r}\cdot\hat{\mathbf s})$ is linear in the traceless tensor $\hat s_a\hat s_b-\delta_{ab}/3$. After integration over $\mathbf r$ this tensor can be contracted only with the one traceless symmetric tensor that $\hat{\mathbf q}$ supplies, $\hat q_a\hat q_b-\delta_{ab}/3$. Therefore

$$A=C\,P_2(\hat{\mathbf q}\cdot\hat{\mathbf s}) \tag{3}$$

with a pure number $C$. The cross section must be $Q^2$ times a number, times a factor from the rotational states, times the ratio of outgoing to incoming speed. Two separate calculations of the number follow.

The integral (2) needs one convention. At small $r$ its integrand behaves as $1/r^3$, and it converges there only because the angular average of $P_2$ vanishes. The angular integral is therefore done first, on spheres about the molecular centre. Rotations and changes of scale respect this order, so (3) stands.

### The potential and the meaning of $Q$

For charges $q_n$ at positions $\mathbf r_n$ inside a distance $r$, the electrostatic potential is

$$\phi(\mathbf r)=\sum_{L}\frac{1}{r^{L+1}}\sum_n q_n r_n^L P_L(\hat{\mathbf r}_n\cdot\hat{\mathbf r}).$$

The $L=0$ term vanishes for a neutral molecule and the $L=1$ term for one without a dipole. If the charge is symmetric about the axis, averaging over the azimuth about $\hat{\mathbf s}$ replaces $P_2(\hat{\mathbf r}_n\cdot\hat{\mathbf r})$ by $P_2(\hat{\mathbf r}_n\cdot\hat{\mathbf s})P_2(\hat{\mathbf s}\cdot\hat{\mathbf r})$. Hence $\phi=QP_2(\hat{\mathbf r}\cdot\hat{\mathbf s})/r^3$ at large $r$, with

$$Q=\sum_n q_n\,\tfrac12(3z_n^2-r_n^2). \tag{4}$$

For electrons the sum means an integral over their charge density. The projectile has charge $-1$, which gives the minus sign in (1). A negative $Q$, as in N$_2$, means that the projectile is repelled along the axis and attracted from the side at large distance.

The molecule is taken to be a rigid rotor without electronic angular momentum. Its states are the spherical harmonics $Y_{JM}(\hat{\mathbf s})$ and its energies are $BJ(J+1)$. The transition $J\to J+2$ costs

$$\Delta E=B[(J+2)(J+3)-J(J+1)]=B(4J+6). \tag{5}$$

### The wave-number ratio

Let the incident plane wave have unit density. Its flux is then $k_i$, since speed equals wave number when the reduced mass is taken as the electron mass. The golden rule gives the rate into a solid angle $d\Omega$ as

$$2\pi|\mathcal M|^2\int\delta\!\left(\tfrac12k^2-\tfrac12k_f^2\right)\frac{k^2dk}{(2\pi)^3}\,d\Omega
=2\pi|\mathcal M|^2\frac{k_f}{(2\pi)^3}\,d\Omega ,$$

because $k^2dk=k\,d(k^2/2)$. Here $\mathcal M=\langle J'M'|\int e^{i\mathbf q\cdot\mathbf r}V\,d^3r|JM\rangle$. Division by the flux $k_i$ gives

$$\frac{d\sigma}{d\Omega}=\frac{k_f}{k_i}|f|^2,\qquad
f=-\frac{\mathcal M}{2\pi}=\frac{Q}{2\pi}\langle J'M'|A|JM\rangle. \tag{6}$$

The two minus signs, one from the definition of $f$ and one from (1), have cancelled. One factor $k_f$ comes from the number of final states, and $1/k_i$ comes from the incident flux.

### The constant $C$

By (3) the angular integral can be found with $\hat{\mathbf s}$ along $\hat{\mathbf q}$. Put $x=qr$, and use $j_0(x)=\frac12\int_{-1}^1e^{ixu}du$. Two derivatives bring down $-u^2$, so

$$2\pi\int_{-1}^{1}e^{ixu}P_2(u)\,du=4\pi\left[-\tfrac32j_0''-\tfrac12j_0\right].$$

The equation $j_0''=-j_0-2j_0'/x$ and the relation $j_0'=-j_1$ turn the bracket into $j_0-3j_1/x=-j_2$. Thus the angular integral for a general axis is $-4\pi j_2(qr)P_2(\hat{\mathbf q}\cdot\hat{\mathbf s})$.

For the radial part, $j_1'=j_0-2j_1/x$ gives

$$\frac{d}{dx}\frac{j_1}{x}=\frac{j_0-3j_1/x}{x}=-\frac{j_2}{x}.$$

As $x\to0$, $j_1/x\to\frac13$, and it vanishes at infinity. Hence

$$\int_0^\infty\frac{j_2(x)}{x}dx=\frac13,\qquad C=-\frac{4\pi}{3},\qquad
f=-\frac23Q\,\langle J'M'|P_2(\hat{\mathbf q}\cdot\hat{\mathbf s})|JM\rangle. \tag{7}$$

The antiderivative also shows where the amplitude is built. If the region $r<r_c$ is left out, the amplitude is multiplied by $3j_1(qr_c)/(qr_c)\approx1-(qr_c)^2/10$. A slow electron is therefore governed mainly by distances of order $1/q$.

### The rotational factor

Initial projections $M$ are equally populated and final ones are not resolved. The required quantity is

$$S_{JJ'}=\frac1{2J+1}\sum_{MM'}|\langle J'M'|P_2(\hat{\mathbf q}\cdot\hat{\mathbf s})|JM\rangle|^2 .$$

Write the square as a double integral over axes $\hat{\mathbf s}$ and $\hat{\mathbf s}'$. The addition theorem, $\sum_MY_{JM}(\hat{\mathbf s})Y^*_{JM}(\hat{\mathbf s}')=\frac{2J+1}{4\pi}P_J(\hat{\mathbf s}\cdot\hat{\mathbf s}')$, is then used for each sum. The product $P_JP_{J'}$ is expanded in Legendre polynomials of $\hat{\mathbf s}\cdot\hat{\mathbf s}'$. Only its $P_2$ part survives against $P_2(\hat{\mathbf q}\cdot\hat{\mathbf s}')$, and the coefficient of that part is $5T_{JJ'}$, with

$$T_{ab}=\frac12\int_{-1}^1P_a(u)P_2(u)P_b(u)\,du. \tag{8}$$

Two angular integrations, each giving $4\pi/5$, yield

$$S_{JJ'}=\frac{2J'+1}{16\pi^2}\,5T_{JJ'}\left(\frac{4\pi}{5}\right)^2=\frac{2J'+1}{5}T_{JJ'}. \tag{9}$$

No direction of $\hat{\mathbf q}$ remains.

To find $T_{J,J+2}$, apply $uP_J=[(J+1)P_{J+1}+JP_{J-1}]/(2J+1)$ twice. The coefficient of $P_{J+2}$ in $u^2P_J$ is $(J+1)(J+2)/[(2J+1)(2J+3)]$. It is multiplied by $\frac32$ from $P_2$ and by $\frac12\int P_{J+2}^2du=1/(2J+5)$:

$$T_{J,J+2}=\frac{3(J+1)(J+2)}{2(2J+1)(2J+3)(2J+5)},\qquad
S_{J,J+2}=\frac{3}{10}\frac{(J+1)(J+2)}{(2J+1)(2J+3)}. \tag{10}$$

### Result and limits

The summed differential cross section depends on neither the size nor the direction of $\mathbf q$, so it is isotropic. Integration gives $\sigma=4\pi(k_f/k_i)\frac49Q^2S_{J,J+2}$, and $4\pi\cdot\frac49\cdot\frac3{10}=\frac{8\pi}{15}$. Therefore

$$\boxed{\sigma_{J\to J+2}=\frac{8\pi}{15}Q^2\,\frac{k_f}{k_i}\,\frac{(J+1)(J+2)}{(2J+1)(2J+3)}},\qquad
\frac{k_f}{k_i}=\sqrt{1-\frac{(4J+6)B}{E}}, \tag{11}$$

with $E=k_i^2/2$, and $\sigma=0$ for $E<\Delta E$. The result is in $a_0^2$.

Just above threshold the cross section rises as $\sqrt{E-\Delta E}$. Far above it the model gives a constant, because the amplitude has no scale. The angular coefficient falls from $2/3$ at $J=0$ to $1/4$ at large $J$.

For the reverse transition, (9) has $2J+1$ in place of $2J'+1=2J+5$, while $T$ is symmetric. At incident energy $E$,

$$\sigma_{J+2\to J}=\frac{8\pi}{15}Q^2\sqrt{1+\frac{(4J+6)B}{E}}\;\frac{(J+1)(J+2)}{(2J+3)(2J+5)}. \tag{12}$$

With the same pair of wave numbers in both directions, $(2J+1)k_i^2\sigma_{J\to J+2}=(2J+5)k_f^2\sigma_{J+2\to J}$, as detailed balance requires.

### Nitrogen at 0.1 eV

Take N$_2$ with a bond length of 1.10 Å. Frozen-core MP2 energies in the aug-cc-pVDZ basis, differentiated with respect to an applied field gradient, give $Q=-1.175$ a.u. The masses and the bond length give $B=0.2466$ meV. For $J=6\to8$ the threshold is $30B=7.40$ meV. At $E=0.1$ eV, $k_i=0.0857$ and $k_f=0.0825$ a.u., so $k_f/k_i=0.9623$. The angular coefficient is $7\cdot8/(13\cdot15)=0.2872$. Then

$$\sigma_{6\to8}=2.314\times0.9623\times0.2872=0.639\,a_0^2=0.179\times10^{-20}\ \mathrm{m^2}.$$

One uncertainty lies in $Q$, which enters squared. Hartree–Fock theory in the same basis gives $-0.888$ a.u., and in cc-pVTZ, which lacks the diffuse functions, $-1.013$ a.u. The second value raises $Q^2$ by 30% relative to the first. The Hartree–Fock moment thus depends on the basis; aug-cc-pVTZ gives $-0.920$ a.u., 4% away from the aug-cc-pVDZ value. The MP2 value, computed in one basis only, cannot be taken as converged. The quadrupole moment of real N$_2$ is roughly $-1.1$ a.u., which would lower the cross section above by about 12%.

The electron also polarizes the molecule. In its field of strength $1/r^2$ the induced energy is $-\frac12(\alpha_\parallel\cos^2\theta+\alpha_\perp\sin^2\theta)/r^4$, where $\theta$ is the angle between $\hat{\mathbf r}$ and the axis. Since $\cos^2\theta=\frac13+\frac23P_2$, the part that turns the axis is $-\alpha_2P_2/(2r^4)$, with $\alpha_2=\frac23(\alpha_\parallel-\alpha_\perp)$. Its Born integral needs $\int_0^\infty j_2x^{-2}dx$. From the angular integral above, and because $\int P_2du=0$, $j_2(x)=\frac12\int_{-1}^1(1-\cos xu)P_2(u)du$. With $\int_0^\infty(1-\cos xu)x^{-2}dx=\pi|u|/2$,

$$\int_0^\infty\frac{j_2(x)}{x^2}dx=\frac{\pi}{4}\int_{-1}^{1}|u|P_2(u)\,du=\frac{\pi}{16}.$$

The radial factor $Q/3$ becomes $Q/3+\alpha_2q\pi/32$, so in the amplitude

$$Q\to Q+\frac{3\pi}{32}\alpha_2q. \tag{13}$$

The same MP2 method gives $\alpha_\parallel=14.34$ and $\alpha_\perp=9.93$, hence $\alpha_2=2.94$ a.u. Because $Q$ is negative and $\alpha_2$ positive, the two terms oppose each other. The following table shows the $6\to8$ transition; the last column is the factor by which (13), averaged over angles, multiplies the cross section.

| $E$ (eV) | $k_f/k_i$ | $\sigma$ from (11) ($10^{-20}$ m²) | factor |
|---|---|---|---|
| 0.01 | 0.510 | 0.095 | 0.96 |
| 0.02 | 0.794 | 0.148 | 0.93 |
| 0.05 | 0.923 | 0.172 | 0.89 |
| 0.10 | 0.962 | 0.179 | 0.84 |

At 0.1 eV the anisotropic part of the polarization removes about 16% of the quadrupole result within the Born approximation, or 14% if the $1/r^4$ term is left out inside 3 bohr. The polarizabilities, like $Q$, come from one basis, and their last digits are not converged values. The isotropic part cannot turn the axis by itself, but it distorts the electron's wave; that effect is not in the table and is discussed with the p waves below. Leaving out the quadrupole potential inside 3 bohr, where (1) is not the molecule's real potential, lowers the differential cross section by 5% for backward scattering, where $q$ is largest. This understates the error. The $P_2$ part of the static potential of the Hartree–Fock charge density (aug-cc-pVTZ) is 30% below (1) at 4 bohr, has the opposite sign at 3 bohr, and reaches $-0.56$ hartree at 2 bohr. Put into the Born integral in place of (1), it lowers the differential cross section by about 27% backward and 14% at right angles. This is as large as the polarization correction, although first order is itself doubtful for so strong an inner potential.

## Second derivation: partial waves and outgoing flux

### Symbols carried over

The electron has wave number $k_i$ before and $k_f$ after the collision, and $V=-QP_2(\hat{\mathbf r}\cdot\hat{\mathbf s})/r^3$. The angular integral is $T_{ab}=\frac12\int P_aP_2P_b\,du$, and the rotational factor is $S_{JJ'}=(2J'+1)T_{JJ'}/5$. For $J'=J+2$ it equals $\frac3{10}(J+1)(J+2)/[(2J+1)(2J+3)]$. Scaling and rotation require $\int e^{i\mathbf q\cdot\mathbf r}P_2(\hat{\mathbf r}\cdot\hat{\mathbf s})r^{-3}d^3r=C\,P_2(\hat{\mathbf q}\cdot\hat{\mathbf s})$ with a pure number $C$. The value of $C$ found in the first half is not used below. The aim is again

$$\sigma_{J\to J+2}=\frac{8\pi}{15}Q^2\frac{k_f}{k_i}\frac{(J+1)(J+2)}{(2J+1)(2J+3)}.$$

The plane-wave derivation has given the first-order cross section for $J\to J+2$ and, for the $6\to8$ transition of N$_2$ at 0.1 eV, a value of $0.639\,a_0^2$, with estimates of several corrections. It remains to obtain the same formula from partial waves and outgoing flux, to see which waves carry the transition, and to apply the result to electrons in warm nitrogen.
